# Oxide breakdown by union-find percolation: Weibull slope and oxide thickness: test program

```python
"""Percolation model of oxide breakdown.
Result under test: for an oxide of n cell layers and N columns, with defective
cell fraction p, the Weibull slope beta = d ln(-ln(1-F)) / d ln p rises with n
and tends to n for large N; F is the probability of an electrode-spanning
cluster of face-sharing defects. For small p and n >= 2,
    -ln(1-F) = N p^n [1 + 4(n-2)p + ...].
If p grows as time^alpha, the slope in time is alpha*beta.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.ndimage import label
from scipy.optimize import brentq
from scipy.stats import kstest, ks_2samp

rng = np.random.default_rng(20240)


def neighbour_table(side, layers):
    """Face neighbours; the two last node numbers are the electrodes."""
    columns = side * side
    cells = columns * layers
    table = []
    for c in range(cells):
        z, rest = divmod(c, columns)
        y, x = divmod(rest, side)
        base = z * columns
        near = {base + y * side + (x + 1) % side,
                base + y * side + (x - 1) % side,
                base + ((y + 1) % side) * side + x,
                base + ((y - 1) % side) * side + x}
        near.add(c - columns if z > 0 else cells)
        near.add(c + columns if z < layers - 1 else cells + 1)
        table.append(tuple(near))
    return table


def find(parent, node):
    while parent[node] != node:
        parent[node] = parent[parent[node]]
        node = parent[node]
    return node


def breakdown_fraction(table):
    """Add defects in random order; return p at the first spanning cluster."""
    cells = len(table)
    threshold = rng.random(cells)
    parent = [-1] * cells + [cells, cells + 1]
    size = [1] * (cells + 2)
    for c in threshold.argsort().tolist():
        parent[c] = c
        root = c
        for m in table[c]:
            if parent[m] >= 0:
                other = find(parent, m)
                if other != root:
                    if size[other] > size[root]:
                        other, root = root, other
                    parent[other] = root
                    size[root] += size[other]
        if find(parent, cells) == find(parent, cells + 1):
            return threshold[c]
    raise RuntimeError("a full lattice must span")


def simulate(side, layers, samples):
    table = neighbour_table(side, layers)
    return np.array([breakdown_fraction(table) for _ in range(samples)])


def weibull_fit(data):
    """Maximum-likelihood slope and scale."""
    top = data.max()
    x = data / top
    logs = np.log(x)
    mean_log = logs.mean()

    def score(b):
        w = np.exp(b * logs)
        return (w @ logs) / w.sum() - mean_log - 1 / b
    b = brentq(score, 0.05, 80)
    return b, top * np.mean(x**b)**(1 / b)


def rank_slope(data):
    """Straight-line slope on Weibull paper with median ranks."""
    count = len(data)
    failed = (np.arange(1, count + 1) - 0.3) / (count + 0.4)
    return np.polyfit(np.log(np.sort(data)), np.log(-np.log1p(-failed)), 1)[0]


# Union-find distribution against exhaustive enumeration of a 2 x 2 x 3 lattice
spanning = np.zeros(13)
for code in range(4096):
    grid = np.array([(code >> i) & 1 for i in range(12)]).reshape(3, 2, 2)
    marks, _ = label(grid)
    if (set(marks[0].ravel()) & set(marks[2].ravel())) - {0}:
        spanning[grid.sum()] += 1


def enumerated_cdf(p):
    p = np.asarray(p)
    return sum(spanning[k] * p**k * (1 - p)**(12 - k) for k in range(13))


enum_test = kstest(simulate(2, 3, 4000), enumerated_cdf)
assert enum_test.pvalue > 1e-3


def flood_spans(chosen, table):
    """Flood fill from the lower electrode."""
    cells = len(table)
    todo = [c for c in chosen if cells in table[c]]
    seen = set(todo)
    while todo:
        for m in table[todo.pop()]:
            if m == cells + 1:
                return True
            if m in chosen and m not in seen:
                seen.add(m)
                todo.append(m)
    return False


# Count spanning sets of n+1 cells: straight column plus a spare, or one jog
jog_counts = {}
for layers in (3, 4):
    table = neighbour_table(3, layers)
    found = 0
    for chosen in combinations(range(9 * layers), layers + 1):
        if len({c // 9 for c in chosen}) == layers:
            found += flood_spans(set(chosen), table)
    jog_counts[layers] = (found - 9 * (9 * layers - layers)) / 9
    assert jog_counts[layers] == 4 * (layers - 2)

# Main simulation
cell_nm = 1.0
side = 24
columns = side**2
samples = 1500
alpha = 0.5
p_ref, t_ref = 0.01, 1000.0
thick = [2, 3, 4, 5]


def life(p):
    return t_ref * (p / p_ref)**(1 / alpha)


data, beta, scale, error, time_rank = {}, {}, {}, {}, {}
for n in thick:
    data[n] = simulate(side, n, samples)
    beta[n], scale[n] = weibull_fit(data[n])
    boot = [weibull_fit(rng.choice(data[n], samples))[0] for _ in range(200)]
    error[n] = np.std(boot, ddof=1)
    time_rank[n] = rank_slope(life(data[n]))
    assert abs(time_rank[n] / (alpha * beta[n]) - 1) < 0.15

# Distribution formulas against simulation
two_test = kstest(data[2], lambda p: 1 - (1 - p**2)**columns)
jog_test = kstest(data[3], lambda p: -np.expm1(-columns*p**3*(1 + 4*p)))
bare_test = kstest(data[3], lambda p: -np.expm1(-columns*p**3))
assert two_test.pvalue > 1e-3 and jog_test.pvalue > 1e-3
assert bare_test.pvalue < 1e-4

# Increase with thickness, a same-thickness control, and excess over n
rise = {n: (beta[n+1] - beta[n]) / np.hypot(error[n+1], error[n])
        for n in thick[:-1]}
assert min(rise.values()) > 5
half = samples // 2
control = (weibull_fit(data[4][:half])[0] - weibull_fit(data[4][half:])[0])
control /= 2 * error[4]
assert abs(control) < 4
excess = sum(beta[n] - n for n in (3, 4, 5))
excess_score = excess / np.sqrt(sum(error[n]**2 for n in (3, 4, 5)))
assert excess_score > 3
trend = np.polyfit(np.array(thick) * cell_nm, [beta[n] for n in thick], 1)[0]

# Weakest-link area scaling: the worst of four quarter-area devices
quarters = simulate(side // 2, 4, 1600).reshape(400, 4).min(axis=1)
area_test = ks_2samp(quarters, data[4])
assert area_test.pvalue > 1e-3

# Large test capacitor from the low-density expansion
cap_area_cm2 = 1e-4
cap_columns = cap_area_cm2 * 1e14 / cell_nm**2
cap_p, cap_beta = {}, {}
for n in thick:
    c = 4 * (n - 2)
    cap_p[n] = brentq(lambda p: np.log(cap_columns * p**n * (1 + c*p)),
                      1e-9, 0.5)
    cap_beta[n] = n + c * cap_p[n] / (1 + c * cap_p[n])

# Neglected effect: Gaussian thickness roughness in the 2 nm capacitor
sigma_nm = 0.2
s2 = (sigma_nm / cell_nm)**2
rough_log_p = brentq(lambda q: np.log(cap_columns) + 2*q + s2*q*q/2, -20, -1)
rough_beta = 2 + s2 * rough_log_p


def log_rough_hazard(q):
    t = np.linspace(2 - 9*sigma_nm, 2 + 9*sigma_nm, 4001)
    weight = np.exp(-(t - 2)**2 / (2*sigma_nm**2))
    return np.log((weight * np.exp(q*t/cell_nm)).sum() / weight.sum())


numeric = (log_rough_hazard(rough_log_p + 1e-3)
           - log_rough_hazard(rough_log_p - 1e-3)) / 2e-3
assert abs(numeric - rough_beta) < 1e-3

# Neglected effect: first defect multiplies the partner cell's rate by kappa


def pair_probability(x, kappa):
    return (2*np.expm1(-kappa*x) - kappa*np.expm1(-2*x)) / (kappa - 2)


def pair_slope(kappa):
    q = brentq(lambda v: cap_columns*pair_probability(np.exp(v), kappa) - 1,
               np.log(1e-11), np.log(0.1))
    x = np.exp(q)
    rate = 2*kappa*(np.expm1(-2*x) - np.expm1(-kappa*x)) / (kappa - 2)
    return x * rate / pair_probability(x, kappa)


direct = quad(lambda s: 2*np.exp(-2*s)*(1 - np.exp(-10*(0.3 - s))), 0, 0.3)[0]
assert abs(direct - pair_probability(0.3, 10.0)) < 1e-9
kappa_half = np.exp(brentq(lambda v: pair_slope(np.exp(v)) - 1.5,
                           np.log(10), np.log(1e11)))
field_accel = 2.5
field_rise = np.log(kappa_half) / field_accel

# Neglected effect: tunnelling background in the capacitor
field_MVcm, barrier_eV, mass_ratio = 10.0, 3.1, 0.42
q_e, field = const.e, field_MVcm * 1e8
mass = mass_ratio * const.m_e
current_uA, channel_uA = {}, {}
for n in (2, 5):
    volts = field * n * cell_nm * 1e-9
    left = max(barrier_eV - volts, 0.0)
    action = (4*np.sqrt(2*mass*q_e) / (3*const.hbar*field)
              * (barrier_eV**1.5 - left**1.5))
    end_nm = min(n * cell_nm, barrier_eV / field * 1e9)
    wkb = quad(lambda z: 2e-9/const.hbar*np.sqrt(
        2*mass*q_e*max(barrier_eV - field*z*1e-9, 0.0)), 0, end_nm)[0]
    assert abs(wkb / action - 1) < 1e-5
    density = (q_e**2 * field**2 / (8*np.pi*const.h*barrier_eV*mass_ratio)
               * np.exp(-action))
    current_uA[n] = density * cap_area_cm2 * 1e-4 * 1e6
    channel_uA[n] = 2 * q_e**2 / const.h * volts * 1e6

# Temperature of use
activation_eV = 0.6
thermal = np.exp(activation_eV*q_e/const.k * (1/300 - 1/400))

print(f"cell edge {cell_nm:.1f} nm; gate side {side*cell_nm:.0f} nm; "
      f"columns {columns}")
print(f"samples per thickness {samples}; time exponent alpha {alpha}")
print(f"time law: p = {p_ref} at {t_ref:.0f} s")
print(f"enumeration vs union-find: KS p-value {enum_test.pvalue:.3f}")
for n in jog_counts:
    print(f"one-jog paths per column, {n} layers: {jog_counts[n]:.0f}")
print("TRANSISTOR (simulated)")
for n in thick:
    print(f"{n*cell_nm:.0f} nm: beta {beta[n]:.2f} +/- {error[n]:.2f}, "
          f"p63 {scale[n]:.4f}, t63 {life(scale[n]):.3g} s")
for n in thick:
    print(f"{n*cell_nm:.0f} nm: slope in time, likelihood "
          f"{alpha*beta[n]:.2f}, rank regression {time_rank[n]:.2f}")
for n in rise:
    print(f"rise {n} to {n+1} nm: {rise[n]:.1f} standard errors")
print(f"same-thickness control (4 nm): {control:.2f} standard errors")
print(f"fitted rise of beta: {trend:.2f} per nm")
print(f"summed excess of beta over n, 3-5 nm: {excess:.2f} "
      f"({excess_score:.1f} standard errors)")
print(f"2 nm exact law: KS p-value {two_test.pvalue:.3f}")
print(f"3 nm law with jogs: KS p-value {jog_test.pvalue:.3f}")
print(f"3 nm law without jogs: KS p-value {bare_test.pvalue:.1e}")
print(f"area scaling, 4 nm: KS p-value {area_test.pvalue:.3f}")
print(f"CAPACITOR {cap_area_cm2:.0e} cm2, columns {cap_columns:.1e}")
for n in thick:
    print(f"{n*cell_nm:.0f} nm: beta {cap_beta[n]:.3f}, p63 {cap_p[n]:.3e}, "
          f"t63 {life(cap_p[n]):.3g} s, jog term {4*(n-2)*cap_p[n]:.4f}")
print("NEGLECTED EFFECTS")
print(f"roughness {sigma_nm} nm: 2 nm capacitor beta {rough_beta:.2f}, "
      f"p63 {np.exp(rough_log_p):.2e}")
print(f"rate enhancement 10: 2 nm capacitor beta {pair_slope(10.0):.3f}")
print(f"enhancement giving beta 1.5: {kappa_half:.2e}")
print(f"field acceleration {field_accel} cm/MV: needs local rise "
      f"{field_rise:.1f} MV/cm")
print(f"stress field {field_MVcm:.0f} MV/cm, barrier {barrier_eV} eV, "
      f"mass {mass_ratio} m_e")
for n in (2, 5):
    print(f"{n*cell_nm:.0f} nm capacitor: tunnelling {current_uA[n]:.3g} uA, "
          f"one open channel {channel_uA[n]:.0f} uA")
print(f"activation {activation_eV} eV: lifetime ratio 300 K / 400 K "
      f"{thermal:.0f}")
print("tests ok")
```

It prints:

```
cell edge 1.0 nm; gate side 24 nm; columns 576
samples per thickness 1500; time exponent alpha 0.5
time law: p = 0.01 at 1000 s
enumeration vs union-find: KS p-value 0.272
one-jog paths per column, 3 layers: 4
one-jog paths per column, 4 layers: 8
TRANSISTOR (simulated)
2 nm: beta 2.05 +/- 0.04, p63 0.0408, t63 1.66e+04 s
3 nm: beta 3.32 +/- 0.06, p63 0.1063, t63 1.13e+05 s
4 nm: beta 4.53 +/- 0.09, p63 0.1581, t63 2.5e+05 s
5 nm: beta 6.05 +/- 0.12, p63 0.1949, t63 3.8e+05 s
2 nm: slope in time, likelihood 1.03, rank regression 1.04
3 nm: slope in time, likelihood 1.66, rank regression 1.62
4 nm: slope in time, likelihood 2.27, rank regression 2.28
5 nm: slope in time, likelihood 3.03, rank regression 3.08
rise 2 to 3 nm: 16.8 standard errors
rise 3 to 4 nm: 10.7 standard errors
rise 4 to 5 nm: 9.8 standard errors
same-thickness control (4 nm): -1.25 standard errors
fitted rise of beta: 1.32 per nm
summed excess of beta over n, 3-5 nm: 1.91 (11.5 standard errors)
2 nm exact law: KS p-value 0.032
3 nm law with jogs: KS p-value 0.912
3 nm law without jogs: KS p-value 8.4e-26
area scaling, 4 nm: KS p-value 0.195
CAPACITOR 1e-04 cm2, columns 1.0e+10
2 nm: beta 2.000, p63 1.000e-05, t63 0.001 s, jog term 0.0000
3 nm: beta 3.002, p63 4.639e-04, t63 2.15 s, jog term 0.0019
4 nm: beta 4.025, p63 3.143e-03, t63 98.8 s, jog term 0.0251
5 nm: beta 5.105, p63 9.780e-03, t63 957 s, jog term 0.1174
NEGLECTED EFFECTS
roughness 0.2 nm: 2 nm capacitor beta 1.47, p63 1.72e-06
rate enhancement 10: 2 nm capacitor beta 2.000
enhancement giving beta 1.5: 2.53e+10
field acceleration 2.5 cm/MV: needs local rise 9.6 MV/cm
stress field 10 MV/cm, barrier 3.1 eV, mass 0.42 m_e
2 nm capacitor: tunnelling 62.8 uA, one open channel 155 uA
5 nm capacitor: tunnelling 0.38 uA, one open channel 387 uA
activation 0.6 eV: lifetime ratio 300 K / 400 K 331
tests ok
```
